# Unswitched fraction of a finite ferroelectric segment with Poisson seeds, part 2

A ferroelectric segment of length $L$ is exposed to a reversing field at time $t=0$. Point seeds of the new polarization are all present then, Poisson distributed with mean density $n$ per unit length, so the mean seed number is $N=nL$. Each seed sends one domain wall to the left and one to the right at constant speed $v$. Walls disappear when they meet or reach an end. The ends are passive: no wall enters there and they carry no extra seeds. No seeds form later.

The wall travel is $r=vt$, with $\rho=r/L$ and $s=nr$. A point $x$ is unswitched if and only if no seed lies in

$$I_x=[\max(x-r,0),\ \min(x+r,L)],$$

whose length is the exposed length $\ell(x,r)$. This has the local probability $P=e^{-n\ell(x,vt)}$. The mean unswitched fraction of the length is

$$U=\begin{cases}
(1-2\rho)e^{-2N\rho}+\frac2N(e^{-N\rho}-e^{-2N\rho}), & 0\le\rho\le\frac12,\\
(2\rho-1)e^{-N}+\frac2N(e^{-N\rho}-e^{-N}), & \frac12\le\rho\le1,\\
e^{-N}, & \rho\ge1.
\end{cases} \tag{17}$$

In the first line, the first term comes from the interior and the second from the two end zones, each of width $r$. The plateau $e^{-N}$ is the fraction of segments without seeds, which never switch. A sum over the gaps between seeds, the gap series, gives the same $U$.

The infinite line has $U_\infty=e^{-2nr}$, and

$$\frac{U}{U_\infty}=1+\frac2N\left(e^{s}-1-s\right),\qquad r\le\frac L2. \tag{12}$$

The switching current is proportional to $-dU/dt$, which starts at $2nv$. On the late branch

$$-\frac{dU}{dt}=\frac{2v}{L}\left(e^{-nr}-e^{-N}\right),\qquad \frac L2\le r\le L, \tag{15}$$

and the rate is zero afterwards.

### Mean switching time

Empty segments have no finite switching time in this model, so a mean time refers to material in seeded segments. For a nonnegative time, the mean is the integral of the probability that the time has not yet passed. With the mean unswitched fraction of seeded segments, $(U-e^{-N})/(1-e^{-N})$, and $dt=(L/v)\,d\rho$,

$$\bar t=\frac Lv\,\frac{A}{1-e^{-N}},\qquad A=\int_0^1(U-e^{-N})\,d\rho. \tag{22}$$

The pieces of $A$ are as follows. Substituting $s=2\rho$ and integrating by parts,

$$\int_0^{1/2}(1-2\rho)e^{-2N\rho}d\rho=\frac12\int_0^1(1-s)e^{-Ns}ds=\frac1{2N}-\frac{1-e^{-N}}{2N^2}.$$

The term $\frac2Ne^{-N\rho}$ occurs on both branches, and $-\frac2Ne^{-2N\rho}$ on the first. Together they give

$$\frac2N\left[\frac{1-e^{-N}}{N}-\frac{1-e^{-N}}{2N}\right]=\frac{1-e^{-N}}{N^2}.$$

The other terms of the second branch give $e^{-N}/4$ and $-e^{-N}/N$. Subtracting the plateau, $e^{-N}$, yields

$$A=\frac1{2N}+\frac{1-e^{-N}}{2N^2}-e^{-N}\left(\frac34+\frac1N\right). \tag{23}$$

For large $N$ the exponentials are negligible and $\bar t\approx\frac{1}{2nv}(1+\frac1N)$: the ends lengthen the mean time by the relative amount $1/N$. For small $N$, expansion of (23) gives $A\approx N/3$ and $\bar t\to L/(3v)$. This is the mean distance between one random seed and one random point, divided by the speed.

### Scatter between segments

The square of the fraction $u$ of one segment is a double integral over points $x$ and $y$. Both points are unswitched when the union of $I_x$ and $I_y$ is free of seeds, so

$$\langle u^2\rangle=\frac1{L^2}\int_0^L\!\!\int_0^Le^{-n|I_x\cup I_y|}\,dx\,dy,\qquad \sigma^2=\langle u^2\rangle-U^2. \tag{24}$$

The length of the union is the sum of the two lengths minus their overlap. For $M$ independent, equal segments switched in parallel, the standard deviation of the average is $\sigma/\sqrt M$.

### A narrow hafnia-based strip

The example has round parameters in the rough regime of hafnia-based films. The strip is 100 nm long, 10 nm wide and 10 nm thick, with $n=0.04$ per nm and $v=0.2$ nm/ns. The field is 2 MV/cm across the thickness, and the remanent polarization is 20 uC/cm2. Then $N=0.04\times100=4$. The interior time constant is $1/(2nv)=62.5$ ns, and that of an end point is 125 ns. The branches change at $L/(2v)=250$ ns and $L/v=500$ ns.

At $t=62.5$ ns the wall travel is $r=12.5$ nm, so $nr=0.5$ and

$$U=0.75\,e^{-1}+\frac24\left(e^{-0.5}-e^{-1}\right)=0.2759+0.1193=0.395.$$

The infinite line has 0.368 at this time. The local unswitched probability is 0.607 at an end and 0.368 in the middle. At 125 ns the end zones occupy 50 % of the length and hold 63 % of the unswitched material.

The time to 50 % switching is 45.6 ns, against 43.3 ns for the infinite line with the same $n$ and $v$, a relative delay of about 5 %. The time to 90 % is 186.5 ns against 143.9 ns, about 30 % longer. This growth of the delay follows from (12). At 250 ns, $U=0.0585$ is about three times the infinite-line value of 0.0183. Of this 0.0585, 0.0183 belongs to empty segments; the seeded segments alone have a mean unswitched fraction of 0.041. The mean switching time in seeded segments is 70 ns.

The plate area is $100\times10$ nm², or $10^{-11}$ cm². Full reversal changes the polarization by twice its remanent value, so the charge is $2\times20\times10^{-11}$ uC $=0.40$ fC, about 2500 electron charges. In the line model the initial mean current is this charge times $2nv=0.016$ per ns, or 6.4 nA. This value presumes seeds that span the width of the strip from the start; the case of point seeds is sized below. The linear dielectric charge is not included. The numerical output below gives further points of the curve.

The scatter is large: at 62.5 ns, $\sigma=0.218$, which is 55 % of the mean. Simulation of 100 000 random seed patterns gave the same standard deviation within 3 %. The mean curve thus describes an array of such strips, and it is a poor forecast for one strip.

### Effects left out, sized for the example

The estimates below use assumed rough inputs. Each effect is switched on alone, with the other parameters fixed, and is compared with $U=0.395$ at 62.5 ns unless another time is given.

**Wall speed.** Suppose that $v\propto\exp(-E_a/E)$ with an activation field $E_a=10$ MV/cm. A field 5 % below 2 MV/cm multiplies the speed by $\exp[-5(1/0.95-1)]=0.77$, and $U$ rises to 0.483. If $E_a$ varies as the inverse temperature, heating from 300 to 358 K multiplies the speed by $\exp[5(1-300/358)]=2.25$. All times of the model then shrink by this factor, provided that the seed density and the prefactor of the speed stay the same. The speed $v$ therefore has to be determined at the field and temperature of use.

**Later nucleation.** Let new nuclei form at a rate $J$ per length and time. A nucleus of age $t'$ has the reach $vt'$, so a point stays unswitched with probability

$$P=\exp\left[-n\,\ell(x,vt)-J\int_0^t\ell(x,vt')\,dt'\right]. \tag{25}$$

Nuclei counted in material that has already switched do no harm, because their reach lies inside the region already switched. With $J=10^{-5}$ per nm per ns, $U$ at 62.5 ns changes to 0.392. At 500 ns it is 0.0131 in place of 0.0183, a relative reduction of 28 %. The plateau becomes a slow decay: an empty segment waits $1/(JL)=1000$ ns on average for its first nucleus.

**Seed size and strip width.** A seed of radius 1 nm gives the walls a lead of $1/0.2=5$ ns and lowers $U$ to 0.3695. In a strip of finite width, a seed that spans the whole thickness but is a point in the plane of the strip first grows as a disc. Growth through the thickness is not treated here. A point at the sideways distance $b<r$ from a seed is reached if their distance along the strip is at most $\sqrt{r^2-b^2}$, which is less than $r$ for $b>0$. For each point of the strip, the exposed length is averaged over the sideways position of the seed, and this average takes the place of $\ell$ in the exponent of $e^{-n\ell}$. The resulting probability is then averaged over all points of the strip. For a width of 10 nm and the same number of seeds per length, $U$ rises to 0.415. At 62.5 ns the two corrections have opposite signs and similar size. At early times, while $r$ is smaller than the width, the width effect is not a small correction. With point seeds the current starts from zero: it is 0.4 nA at 1 ns and 1.9 nA at 5 ns, against 6.3 and 5.9 nA in the line model, and 5.1 nA against 4.1 nA at 25 ns.

**Leakage and breakdown.** A leakage of 0.1 A/cm2 over 500 ns carries 0.05 uC/cm2, about 0.1 % of the switching charge of 40 uC/cm2. The field is half of an assumed breakdown field of 4 MV/cm. This ratio says nothing about the lifetime under repeated pulses.

### Relation to real films

The thickness, polarization and field of the example are ordinary for hafnia-based capacitors. The seed density and wall speed are assumptions, and a free wall path of 100 nm is long for such films: they are usually polycrystalline, with grains often of the order of 10 nm. If grain boundaries stop the walls, $L$ has to be the grain length. With $n$ unchanged and $L=10$ nm, $N$ falls to 0.4, and the plateau rises from 1.8 % to $e^{-0.4}$, about 67 %. Within the model, that part of the material could switch only through later nucleation, which (17) leaves out and (25) includes. Such a grain is also as long as the strip is wide, so the one-dimensional picture is in doubt as well. For a film of this kind, neither the presence of all seeds at the start nor the motion of walls along a single direction can be taken for granted.

### Using the result

For segments of different lengths $L_i$ with common $n$ and $v$, the unswitched fraction of the whole is the length-weighted mean

$$U_{\rm tot}=\frac{\sum_iL_i\,U(L_i)}{\sum_iL_i},$$

because unswitched lengths add. Each length has its own branch times $L_i/(2v)$ and $L_i/v$, so the whole has no single pair of them. Once the walls have had time to cross the longest segment, $U_{\rm tot}$ is constant at the length-weighted mean of the individual plateaus $e^{-nL_i}$.

For equal segments of known length, the parameters can be read from a measured mean curve if the assumptions of the model hold. The plateau gives $N=-\ln U(\infty)$ and hence $n=N/L$. This requires the full switchable charge to be known independently, and it is sensitive when the plateau is small: in the example, 1 % of material that cannot switch for other reasons would turn $N=4$ into an apparent 3.6. The initial rate $2nv$ then gives $v$, provided that the seeds span the cross-section from the start. Seeds that first grow as discs give a much smaller early current, and $v$ cannot be read from it in this way. The time $L/v$ at which the current ends provides a check in principle. In practice this end is hard to see, because by (15) the current fades to zero without a step: in the example it is below 1 % of its initial value at 400 ns, well before $L/v=500$ ns. Comparing the whole measured curve with (17) is the more practical check.

If the curve continues to fall after the time $L/v$, at least one assumption fails. Later nucleation and a spread of wall speeds are two possible causes. In either case the value of $U$ at $L/v$ must not be taken for $e^{-N}$. With a spread of speeds alone, and no wall at rest, every seeded segment still switches completely in the end, so the final level remains $e^{-N}$ and can be used to find $n$. With later nucleation there is no lasting plateau, and a fit has to include $J$ as in (25).

Seeds at the ends would weaken the end effect. Suppose that each end carries a seed with probability $p$, independently of the others. For $r<L/2$ a point in an end zone is within reach of one end, and its unswitched probability acquires the factor $1-p$. The second term of the first line in (17) is multiplied by this factor, while the interior term is unchanged. Slower switching near the ends is therefore a property of passive ends. End seeds reverse it at early times: the end point runs ahead of the infinite line until $nvt=-\ln(1-p)$ and falls behind afterwards if $p<1$. In the example with $p=0.5$, $U$ lies below the infinite-line value at 125 ns and above it at 200 ns. The plateau becomes $(1-p)^2e^{-N}$, so it no longer gives $N$ directly.

## Computed results

```
Length, width, thickness: 100, 10, 10 nm
Seed density n: 0.040 per nm; mean seed number N: 4.0
Wall speed v: 0.20 nm/ns
Remanent polarization: 20 uC/cm2
Applied field: 2.0 MV/cm
Interior time constant 1/(2nv): 62.5 ns
End-point time constant 1/(nv): 125.0 ns
Branch times L/(2v), L/v: 250, 500 ns
Time (ns), U finite, exp(-2nvt) infinite line:
    25.0  0.6775  0.6703
    62.5  0.3952  0.3679
   125.0  0.1839  0.1353
   250.0  0.0585  0.0183
   375.0  0.0249  0.0025
   500.0  0.0183  0.0003
At 62.5 ns, r = 12.5 nm: interior 0.2759, ends 0.1193
  end zones: 25 % of length, 30.2 % of unswitched
At 125.0 ns, r = 25.0 nm: interior 0.0677, ends 0.1163
  end zones: 50 % of length, 63.2 % of unswitched
Local unswitched probability at 62.5 ns: end 0.6065, middle 0.3679
Time to 50 % switched: finite 45.6 ns, infinite 43.3 ns
Time to 90 % switched: finite 186.5 ns, infinite 143.9 ns
Mean switching time, seeded segments: 70.0 ns
Never-switching plateau exp(-N): 1.83 %
Seeded segments only, U at 250 ns: 0.0409
Full switching charge: 0.400 fC = 2497 electron charges
Initial switching rate: 0.0160 per ns
Initial switching current: 6.40 nA
Largest difference, formula and gap series: 4.4e-16
Neglected effects (assumed rough inputs):
Scatter of U between segments at 62.5 ns: 0.218
Late nucleation rate: 1e-05 per nm per ns
  U with it at 62.5 ns: 0.3923
  U with it at 500 ns: 0.0131
  mean wait in an empty segment: 1000 ns
U at 62.5 ns with finite strip width: 0.4154
Seed radius 1.0 nm: time lead 5.0 ns, U 0.3695
Wall activation field: 10 MV/cm
Field lower by 5 %: speed factor 0.769, U at 62.5 ns 0.4832
From 300 to 358 K: speed factor 2.25
Leakage 0.1 A/cm2 over 500 ns: 0.050 uC/cm2
Field / breakdown field (4 MV/cm): 0.50
```
